# Image correction for a doubly charged vacancy in a cubic supercell

## Problem

An oxygen vacancy in a hafnia-like dielectric has lost two electrons and carries the charge $+2e$. Its energy is computed in a periodically repeated cubic supercell of length $L=10$ Å, with the usual uniform background that makes each cell neutral. Treat the host as a homogeneous medium of isotropic relative permittivity $\varepsilon=20$, a round value of the size found for hafnia when the ions can respond.

(a) What must be added to the supercell energy, to leading order in $1/L$, to obtain the energy of a single vacancy in an infinite host?

(b) How does this change the $(2+/0)$ transition level?

(c) How far can the leading term be trusted at this cell size?

Gaussian units are used, and the vacancy charge is written $qe$ with $q=2$. The energy per supercell is $E_{\rm per}$, the energy of the isolated vacancy is $E_{\rm iso}$, and the required correction is

$$\Delta E=E_{\rm iso}-E_{\rm per}.$$

## A tempting solution

The vacancy and its periodic images have the same charge, so they repel. The supercell energy therefore seems too high, and the repulsion should be subtracted. There are six nearest images at distance $L$. Each pair energy is shared between two cells, which gives a factor $\tfrac12$, and the medium divides the interaction by $\varepsilon$:

$$\Delta E\stackrel{?}{=}-\frac12\,\frac{6q^2e^2}{\varepsilon L}
=-\frac{3\times4\times14.39965\ \text{eV Å}}{20\times10\ \text{Å}}
\approx-0.86\ \text{eV}.$$

More distant images are supposed to make a small further change.

## Where it fails

That last supposition can be checked at once. The second shell has 12 images at distance $\sqrt2\,L$. In units of $1/L$ it contributes $12/\sqrt2\approx8.5$ to the sum of inverse distances, more than the 6 of the first shell. In general, the number of images between $nL$ and $(n+dn)L$ is about $4\pi n^2dn$, and each contributes $1/(nL)$. The sum out to $n=N$ thus grows as

$$\frac1L\int_0^N 4\pi n\,dn=\frac{2\pi N^2}{L}.$$

It has no limit, so stopping at the first shell is not an approximation to anything.

What is missing is the uniform background of charge density $-qe/L^3$. It cancels the growth, and it also attracts the vacancy. The sign of the correction depends on the balance between the two, and a simple estimate shows which one wins.

Replace each cubic cell by a sphere of the same volume, with radius $R=(3/4\pi)^{1/3}L\approx0.620L$. The sphere holds the charge $Q=qe$ at its centre and the charge $-Q$ spread uniformly. By Gauss's law a neutral spherical distribution has no field outside itself. Neighbouring spheres overlap a little, since $R>L/2$, but the estimate ignores this and treats different cells as not interacting. What remains is the energy inside one sphere:

- The potential at the centre of the uniform charge is $-3Q/2R$, so its attraction to the vacancy is $-3Q^2/2R$.
- The self-energy of the uniform charge is $+3Q^2/5R$.

The sum is $-0.9\,Q^2/R\approx-1.45\,Q^2/L$, before division by $\varepsilon$. The supercell energy is too low, and the correction is positive. The tempting solution has the wrong sign as well as the wrong size. The true cubic geometry changes the coefficient slightly, and the calculation below finds it.

## Right solution

### Screening divides the energy by $\varepsilon$ once

Let $\rho(\mathbf r)$ be the vacancy charge density and $\mathbf P(\mathbf r)$ the polarisation of the medium. The polarisation carries the charge density $-\nabla\cdot\mathbf P$ and costs the elastic energy $P^2/2\chi$ per unit volume, where $\varepsilon=1+4\pi\chi$. This assumes a linear and local response.

In a periodic cell of volume $V=L^3$, write $\rho(\mathbf r)=\sum_{\mathbf G}\rho_{\mathbf G}e^{i\mathbf G\cdot\mathbf r}$, and likewise for $\mathbf P$. The background cancels the component $\mathbf G=0$ and has no other component. A polarisation perpendicular to $\mathbf G$ produces no charge and costs energy, so it vanishes at the minimum. Set $\mathbf P_{\mathbf G}=-i\,p\,\mathbf G/G$. The polarisation charge is then $-i\mathbf G\cdot\mathbf P_{\mathbf G}=-Gp$, and the energy per unit volume of this component is

$$f=\frac{2\pi}{G^2}\,|\rho_{\mathbf G}-Gp|^2+\frac{|p|^2}{2\chi}.$$

For a given $|p|$ the first term is smallest when $p$ has the phase of $\rho_{\mathbf G}$, so both can be treated as real. Setting $df/dp=0$ gives

$$-\frac{4\pi}{G}(\rho_{\mathbf G}-Gp)+\frac p\chi=0
\quad\Rightarrow\quad
p=\frac{4\pi\chi}{1+4\pi\chi}\,\frac{\rho_{\mathbf G}}{G}
=\frac{4\pi\chi}{\varepsilon}\,\frac{\rho_{\mathbf G}}{G}.$$

The total charge is therefore $\rho_{\mathbf G}-Gp=\rho_{\mathbf G}/\varepsilon$. Inserting both results,

$$f_{\min}=\frac{2\pi|\rho_{\mathbf G}|^2}{\varepsilon^2G^2}
+\frac{(4\pi\chi)^2|\rho_{\mathbf G}|^2}{2\chi\,\varepsilon^2G^2}
=\frac{2\pi|\rho_{\mathbf G}|^2}{\varepsilon^2G^2}\,(1+4\pi\chi)
=\frac{2\pi|\rho_{\mathbf G}|^2}{\varepsilon G^2}.$$

The Coulomb energy alone falls by $\varepsilon^2$, but the elastic cost restores one factor of $\varepsilon$. The relaxed energy is the vacuum energy divided by $\varepsilon$. The same holds for an isolated charge, for which the sum over $\mathbf G$ becomes an integral.

### The correction as a difference of two potentials

Define the periodic potential of a unit point charge with its background, in vacuum:

$$\Phi(\mathbf s)=\frac{4\pi}{V}\sum_{\mathbf G\ne0}\frac{e^{i\mathbf G\cdot\mathbf s}}{G^2}.$$

Its cell average is zero, because the term $\mathbf G=0$ is absent. Since $\rho_{\mathbf G}=V^{-1}\int\rho\,e^{-i\mathbf G\cdot\mathbf r}d^3r$, the energy per cell, $V\sum_{\mathbf G\neq0}f_{\min}$, can be written as

$$E_{\rm per}=\frac1{2\varepsilon}\iint\rho(\mathbf r)\rho(\mathbf r')\,\Phi(\mathbf r-\mathbf r')\,d^3r\,d^3r',$$

where $\rho$ is now the charge of one vacancy. For the isolated vacancy, $\Phi$ is replaced by $1/|\mathbf r-\mathbf r'|$. With $w(\mathbf s)=\Phi(\mathbf s)-1/s$, subtraction gives

$$E_{\rm per}-E_{\rm iso}=\frac1{2\varepsilon}\iint\rho(\mathbf r)\rho(\mathbf r')\,w(\mathbf r-\mathbf r')\,d^3r\,d^3r'. \tag{1}$$

The function $w$ is the potential of all images and of the background, without the charge at the origin. It is smooth near $\mathbf s=0$. If the vacancy charge is compact compared with $L$, then $w$ may be replaced by $w(0)$ to leading order. The remaining integrals give $(qe)^2$.

The length $L$ is the sole length in $\Phi$, and $\Phi$ has the dimension of an inverse length. Hence $w(0)=-\alpha/L$ with a pure number $\alpha$, and

$$\boxed{\Delta E=\frac{\alpha q^2e^2}{2\varepsilon L}}\qquad\text{(leading order in }1/L). \tag{2}$$

### The number $\alpha$

The sum for $\Phi$ converges slowly, so it is split with a parameter $\eta$:

$$\frac{4\pi}{G^2}=\frac{4\pi}{G^2}e^{-G^2/4\eta^2}+\frac{4\pi}{G^2}\left(1-e^{-G^2/4\eta^2}\right).$$

The first part is the Fourier transform of $\mathrm{erf}(\eta r)/r$, the potential of a unit Gaussian charge $\eta^3\pi^{-3/2}e^{-\eta^2r^2}$. The second part is what remains of $1/r$, namely the transform of $\mathrm{erfc}(\eta r)/r$. This function has a short range and can be summed over lattice vectors $\mathbf R$. The lattice sum also contains a component $\mathbf G=0$, which $\Phi$ does not have and which must be removed. For $G\to0$ the second part tends to $4\pi/(4\eta^2)=\pi/\eta^2$, so this component is $\pi/(\eta^2V)$. Therefore

$$\Phi(\mathbf s)=\sum_{\mathbf R}\frac{\mathrm{erfc}(\eta|\mathbf s-\mathbf R|)}{|\mathbf s-\mathbf R|}-\frac{\pi}{\eta^2V}
+\frac{4\pi}{V}\sum_{\mathbf G\ne0}\frac{e^{-G^2/4\eta^2}}{G^2}e^{i\mathbf G\cdot\mathbf s}.$$

Subtract $1/s$ and let $s\to0$. The term $\mathbf R=0$ leaves $[\mathrm{erfc}(\eta s)-1]/s=-\mathrm{erf}(\eta s)/s\to-2\eta/\sqrt\pi$, so

$$w(0)=\sum_{\mathbf R\ne0}\frac{\mathrm{erfc}(\eta R)}{R}-\frac{2\eta}{\sqrt\pi}-\frac{\pi}{\eta^2V}+\frac{4\pi}{V}\sum_{\mathbf G\ne0}\frac{e^{-G^2/4\eta^2}}{G^2}.$$

The splitting is an identity, so $\eta$ is free. Choose $\eta=\sqrt\pi/L$, and write $R=nL$ and $G=2\pi n/L$, where $n$ is the length of an integer vector $\mathbf n$. Then

- $2\eta/\sqrt\pi=2/L$ and $\pi/(\eta^2V)=1/L$,
- $G^2/4\eta^2=\pi n^2$ and $4\pi/(VG^2)=1/(\pi n^2L)$.

With $\alpha=-Lw(0)$ this becomes

$$\alpha=3-\sum_{\mathbf n\ne0}\left[\frac{\mathrm{erfc}(\sqrt\pi\,n)}{n}+\frac{e^{-\pi n^2}}{\pi n^2}\right].$$

Both terms fall off very quickly. The six vectors with $n^2=1$ give

$$3-6\,(0.012189+0.013755)=2.84433,$$

and the twelve with $n^2=2$ lower this to

$$2.84433-12\,(0.000278+0.000297)=2.8374.$$

The converged value is $\alpha=2.8373$. A direct sum over neutral cubic cells, with the cell average of its potential removed, was used as a test that avoids the splitting, and it gives the same value. The coefficient in the energy is $\alpha/2\approx1.42$, so the estimate with spheres, 1.45, was about 2% too large.

### (a) The correction

With $e^2=14.39965$ eV Å,

$$\Delta E=\frac{2.837297\times2^2\times14.39965\ \text{eV Å}}{2\times20\times10\ \text{Å}}
=0.4086\ \text{eV}\approx0.41\ \text{eV},$$

or 0.0150 hartree. This energy is added to that of the charged supercell.

Three dependences in equation (2) deserve attention. The correction is quadratic in the charge, so a singly charged vacancy in the same cell needs a quarter of it. It falls only as $1/L$, so halving it takes a cell of eight times the volume. It is inversely proportional to $\varepsilon$: without any screening it would be 8.17 eV.

The last point makes the choice of permittivity important. If the ions relax around the charged vacancy, they take part in the screening, and $\varepsilon$ must include their response. If they are clamped at their positions in the perfect host, only the electrons respond, and the smaller electronic permittivity belongs in the formula. For an illustrative value of 5 the correction would be 1.63 eV, four times as large.

### (b) The transition level

Let $\mu$ be the Fermi level. The formation energy of the charged vacancy has the form $A_{2+}+2\mu$, since two electrons have gone to the reservoir at $\mu$. That of the neutral vacancy is $A_0$. The two are equal at

$$\mu(2+/0)=\frac{A_0-A_{2+}}2.$$

The correction raises $A_{2+}$ by $\Delta E$. The neutral vacancy has $q=0$ and no correction of this form. The level therefore moves by

$$-\frac{\Delta E}{2}\approx-0.20\ \text{eV},$$

towards the valence band. The charged state has become more expensive, so it is the stable one over a smaller range of Fermi levels.

### (c) The next term

Equation (2) treats $w$ as constant over the vacancy charge. To see what this neglects, let the charge be a Gaussian of width $\sigma$ along each axis, much smaller than $L$. In equation (1) the separation $\mathbf s=\mathbf r-\mathbf r'$ then has an isotropic Gaussian distribution with variance $2\sigma^2$ along each axis, so $\langle s^2\rangle=6\sigma^2$.

The function $w$ is produced by the images and by the background of density $-1/V$. For $s<L$ no image is reached, and Poisson's equation reads

$$\nabla^2w=-4\pi\left(-\frac1V\right)=\frac{4\pi}V.$$

Because $\nabla^2s^2=6$, the function $w-2\pi s^2/(3V)$ satisfies Laplace's equation in this region. Its average over any sphere about the origin equals its value at the centre, $w(0)$. The Gaussian weight at $s>L$ is negligible, so

$$\langle w\rangle=-\frac\alpha L+\frac{2\pi}{3V}\,6\sigma^2=-\frac\alpha L+\frac{4\pi\sigma^2}{L^3}.$$

Multiplying by $q^2e^2/2\varepsilon$ and reversing the sign,

$$\Delta E=\frac{\alpha q^2e^2}{2\varepsilon L}-\frac{2\pi q^2e^2\sigma^2}{\varepsilon L^3}. \tag{3}$$

The second term is negative. A spread-out charge of one sign samples places where $w$ is, on average, less attractive than at the centre, so the leading term overshoots. If the charge has parts of both signs, the error can have either sign. For $\sigma=1$ Å and $L=10$ Å the overshoot is

$$\frac{2\pi\times4\times14.39965\times1^2}{20\times10^3}\ \text{eV}\approx0.018\ \text{eV}.$$

Equation (3) was tested by minimising the polarisation energy numerically, for the periodic and for the isolated Gaussian charge, with several charges, widths, permittivities and cell lengths. For $q=2$, $\varepsilon=20$ and $\sigma=1$ Å the results are:

| $L$ (Å) | needed correction (eV) | leading term (eV) | overshoot (eV) |
|---|---|---|---|
| 10 | 0.390 | 0.409 | 0.018 |
| 15 | 0.267 | 0.272 | 0.005 |
| 20 | 0.202 | 0.204 | 0.002 |

At 10 Å the overshoot is about 5% of the needed correction. It falls by a factor of 8 when $L$ is doubled, as $L^{-3}$ requires. In this model, with strictly local screening and $\sigma=1$ Å, the leading term is thus good to about 0.02 eV at the given cell size. The number depends on the chosen width through $\sigma^2$, so a charge spread over 2 Å would bring an overshoot about four times as large.

A real supercell calculation can depart from the model in ways that equation (3) does not cover:

- If the removed electrons leave a charge spread through the whole cell, there is no compact $\rho$, and the expansion in $\sigma/L$ fails.
- Screening is not local on the atomic scale. Suppose the screening charge is smeared over a Gaussian of width $\ell$, so that $1/\varepsilon$ is replaced by $1-(1-1/\varepsilon)e^{-G^2\ell^2/2}\approx1/\varepsilon+(1-1/\varepsilon)G^2\ell^2/2$. The added interaction is short-ranged, and the periodic sum lacks its $\mathbf G=0$ component. Then $\Delta E$ gains the term $+\pi(1-1/\varepsilon)q^2e^2\ell^2/L^3$, which is not divided by $\varepsilon$. At $L=10$ Å it is 0.04 eV for $\ell=0.5$ Å and 0.17 eV for $\ell=1$ Å, larger than the 0.018 eV above and of opposite sign. The 0.02 eV is therefore not an error bar for a real cell.
- The polar phase of hafnia is not cubic. Its permittivity is a tensor, and both the screening and the lattice sum must then be redone with that tensor.
- The average potential of the defect cell may be offset from that of the perfect host. This alignment enters the formation energy multiplied by the charge, and it has to be determined separately. It must be read after removing the long-range potential $qe\,\Phi/\varepsilon$ of the charge itself, which is still of order $1/L$ far from the vacancy. Averaged over the plane midway between images, $\Phi=-\pi/6L$, and multiplied by the charge this potential amounts to $-0.15$ eV here.

The value 0.41 eV is therefore the leading electrostatic part of the finite-size correction, for a compact charge in an isotropic medium. The digits behind the table and the shell sums are in the numerical output.

## Numbers as computed

```
vacancy charge q = 2 e
supercell length L = 10.0 angstrom
relative permittivity eps = 20.0
e^2 = 14.39965 eV angstrom
Shells in alpha = 3 - sum, with eta L = sqrt(pi):
 n^2 = 1: points 6, real term 0.01218888, reciprocal term 0.01375542, alpha so far 2.844334
 n^2 = 2: points 12, real term 0.00027772, reciprocal term 0.00029721, alpha so far 2.837435
 n^2 = 3: points 8, real term 0.00000817, reciprocal term 0.00000856, alpha so far 2.837301
 n^2 = 4: points 6, real term 0.00000027, reciprocal term 0.00000028, alpha so far 2.837298
alpha, converged Ewald sum = 2.837297
alpha, direct sum over neutral cells = 2.837297
correction without screening = 8.1712 eV
leading correction, to be added = 0.4086 eV
leading correction = 0.01501 hartree
shift of the (2+/0) level = -0.2043 eV
leading correction if eps = 5 instead = 1.6342 eV
Gaussian model charge, sigma = 1.0 angstrom, eps = 20:
 isolated energy = 0.81241 eV
 L = 10 angstrom: periodic energy 0.42195 eV, needed correction 0.39047 eV,
   leading term 0.40856 eV, overshoot 0.01810 eV
 L = 15 angstrom: periodic energy 0.54540 eV, needed correction 0.26701 eV,
   leading term 0.27237 eV, overshoot 0.00536 eV
 L = 20 angstrom: periodic energy 0.61039 eV, needed correction 0.20202 eV,
   leading term 0.20428 eV, overshoot 0.00226 eV
```
